VV10 by direct double quadrature: coarse grids and screening

A spherical model fragment with eight electrons is placed on a grid of 24 radial shells with 32 angular points each. The angular error of its VV10 pair energy is 0.02 %. If the kernel is made ten times narrower, with density and grid unchanged, the error becomes 232 %. For a spherical fragment, the width of the kernel relative to the shell radii decides whether 32 directions are enough; a dimer has further sources of error. The derivation below shows why, and then treats the grid error of a partitioned dimer, density screening and distance screening in turn.

**Energy and conventions**

Hartree atomic units are used. The density n is given and is not relaxed. The nonlocal energy is

E = ∫ n(r) [β + ½ ∫ n(r') Φ(r,r') dr'] dr

Φ = −3 / [2 g g' (g + g')]

g = ωR² + κ,  g' = ω'R² + κ',  R = |r − r'|

Unprimed ω and κ are evaluated at r, primed ones at r':

ω² = C |∇n/n|⁴ + 4πn/3

κ = b (3π/2) (n/9π)^(1/6)

Here b = 5.9 and C = 0.0093. The double integral, with its factor ½, is called the pair energy. It is negative because n is positive and Φ is negative.

The constant β makes E vanish for a uniform density. In that case g = g', so Φ = −3/(4g³). With R = √(κ/ω) t,

∫ d³R / g³ = 4π (κ/ω)^(3/2) κ⁻³ ∫₀^∞ t²/(1+t²)³ dt

The substitution t = tan θ turns the last integral into ∫ sin²θ cos²θ dθ from 0 to π/2, which is π/16. Hence

∫ d³R / g³ = π² / [4(ωκ)^(3/2)]

½ n ∫ Φ d³R = −3π²n / [32(ωκ)^(3/2)]

For zero gradient, ω = (4πn/3)^(1/2), and therefore

(ωκ)^(3/2) = (4π/3)^(3/4) (3π/2)^(3/2) (9π)^(−1/4) b^(3/2) n
 = 3^(1/4) π² b^(3/2) n

The powers of 2 cancel, and those of 3 add to −3/4 + 3/2 − 1/2 = 1/4. The density cancels as well, so one constant serves every uniform density:

β = 3^(3/4) / (32 b^(3/2)) = 0.00497 hartree

**Discretization**

Each atom carries radial shells and a set of directions. A smooth cell function, equal to one near its own nucleus and falling towards the other, divides space without double counting. For two atoms A and B the program uses

μ = (r_A − r_B)/R_AB,  f(μ) = (3μ − μ³)/2

It applies f three times and takes (1 − result)/2 as the cell function of A. Exchanging A and B reverses the sign of μ, and f is odd, so the two cell functions add to one.

Let w_i be the full quadrature weight, including the cell function, and let q_i = w_i n_i. Then

E ≈ β Σ_i q_i + ½ Σ_i Σ_j q_i q_j Φ_ij

The diagonal belongs to the sum. At R = 0 it has the finite value

Φ_ii = −3 / (2 κ_i · κ_i · 2κ_i) = −3 / (4κ_i³)

A Coulomb kernel would diverge there and would need separate treatment.

If the fragments and the dimer contain the same total number of electrons, the exact β terms cancel in the interaction energy. It can then be computed as

E_int = E_pair(dimer) − 2 E_pair(fragment)

Numerical charges spoil this cancellation unless their errors match.

**Why few directions suffice**

Consider one spherical fragment and two of its shells, with radii r and r'. Let u be the cosine of the angle between the two position vectors. Since R² = r² + r'² − 2rr'u,

g = 2ωrr' (x − u),  x = (r² + r'² + κ/ω) / (2rr')

The same holds for g' with x' built from κ'/ω'. The sum g + g' has its zero at

x'' = (ωx + ω'x')/(ω + ω')

which lies between x and x'. All three exceed 1, because r² + r'² ≥ 2rr' and κ/ω > 0. The positive length √(κ/ω) thus keeps the singularities of the kernel away from the physical interval −1 ≤ u ≤ 1.

Up to a constant, −Φ is the function

F(u) = 1 / [(x − u)(x' − u)(x'' − u)]

Expand it as F = Σ c_l P_l(u). Rodrigues' formula and l integrations by parts give

c_l = (2l+1)/(2^(l+1) l!) ∫ (1−u²)^l F^(l)(u) du

over −1 ≤ u ≤ 1. The boundary terms vanish because of the factors of 1 − u². Each factor of F has positive derivatives of every order, so the product does too, and every c_l is positive.

For an upper bound, let X be the smaller of x and x'. The l-th derivative of F divided by l! is a sum of (l+1)(l+2)/2 products, one for each way of sharing l derivatives among three factors. Each product is at most (X−u)^(−l−3). Therefore

c_l ≤ [(2l+1)(l+1)(l+2)/4] ∫ h(u)^l (X−u)⁻³ du

h(u) = (1−u²) / [2(X−u)]

The maximum of h satisfies 1 − u² = 2u(X−u), or u² − 2Xu + 1 = 0. The root inside the interval is u = X − √(X²−1), and by the first form of the condition h equals u there. With

ρ = X + √(X²−1)

this root is 1/ρ, since the two roots multiply to one. Hence c_l falls at least as fast as ρ^(−l) times a cubic polynomial in l.

At r = r' = 4 bohr in the example, the kernel width √(κ/ω) is 3.467 bohr:

X = 1 + 3.467²/(2 · 4²) = 1.376

ρ = 1.376 + √(1.376² − 1) = 2.32

For these equal shells the peak of h^l has a width proportional to l^(−1/2), so the leading prefactor of c_l is l³ · l^(−1/2) = l^(5/2). With this power written as (l + ½)^(5/2), which has the same leading term, removing it from the computed coefficients at l = 20 and 21 gives ρ = 2.333, against 2.320 from the formula.

An angular rule that is exact through degree L integrates every harmonic with 1 ≤ l ≤ L to zero, as it should. The 32-point rule has L = 7. The first term it can miss is l = 8, where ρ^(−8) is about 0.0012 at this radius. The prefactor is large: c₈/c₀ is 0.18, and the rule, averaged over pairs of directions, returns 0.15 for P₈ in place of zero. This pair of shells is therefore wrong by about 3 %. All missed terms have one sign, as shown next, so a total error of 0.02 % means that shells with such errors carry less than one per cent of the pair energy.

The sign of the error also follows. Let v_a be positive angular weights, the same on all shells, and let γ_ab be the angle between directions a and b. The addition theorem gives

Σ_a Σ_b v_a v_b P_l(cos γ_ab) = [4π/(2l+1)] Σ_m |Σ_a v_a Y_lm(a)|² ≥ 0

For l ≥ 1 the correct value is zero. Because c_l is positive and Φ carries a minus sign, each missed term makes the pair energy too negative. This result needs a spherical density and one common angular rule. It does not fix the sign of the error in a dimer.

Replacing κ by λκ in the pair kernel alone multiplies its width by √λ. The angular errors, each relative to the pair energy of the same kernel on the same radial nodes with converged angular integration, are:

width × 1: 0.020 %
width × 0.316: 5.0 %
width × 0.1: 232 %

Density, radial nodes and directions are the same in all three rows, so the growth comes from the kernel. The narrowed kernels are diagnostic devices and are no longer VV10.

**Algorithm**

    build atom-centred points r_i and weights w_i
    evaluate n_i and ∇n_i
    discard points of negligible density or weight
    evaluate ω_i and κ_i;  set q_i = w_i n_i
    E_pair = 0
    for each block I of points:
        for each i in I and every point j:
            R² = max(0, |r_i|² + |r_j|² − 2 r_i·r_j)
            g  = ω_i R² + κ_i
            g' = ω_j R² + κ_j
            E_pair += ½ q_i q_j [−3/(2 g g'(g+g'))]
    E = β N + E_pair

N is the known electron number. The loop runs over ordered pairs, which is why the factor ½ stands. If each off-diagonal pair is visited once, that factor is dropped for i ≠ j and retained for i = j.

For M points the work is proportional to M². Storing the whole matrix also takes M² memory, whereas blocks of fixed size need memory proportional to M. In the example, going from 6152 to 12120 points multiplies the number of pairs by (12120/6152)² = 3.9.

**Two fragments at 7 bohr**

Each model fragment has 2 core electrons with density exponent 10 bohr⁻¹ and 6 valence electrons with exponent 2 bohr⁻¹. A shell of N_s electrons with exponent ζ has the density N_s ζ³ exp(−ζr)/(8π). The dimer density is the sum of the two frozen fragment densities. These are chosen parameters and represent no particular material.

A radial reduction for the fragment and a quadrature in prolate spheroidal coordinates for the dimer supply the reference:

E_int = −0.010501 − 2(−0.005007) = −0.000487 hartree = −13.26 meV

This is the VV10 contribution alone. Electrostatics, exchange, kinetic energy, density relaxation and many-body dispersion are left out.

The grids below are labelled by radial shells × directions per atom. The second entry is the absolute error of the dimer pair energy in hartree. The third is the interaction error relative to the reference, where a positive sign means too much attraction.

16×32: −2.2×10⁻⁵; +4.3 %
20×72: +2.0×10⁻⁵; −4.2 %
28×128: +2.6×10⁻⁶; −0.53 %
36×200: −2.5×10⁻⁷; +0.05 %

The second grid is no better than the first for the interaction. All rows use one orientation of the angular rule, with its polar axis perpendicular to the dimer axis. Rotating the rule changes the size of these errors and, on the coarsest grid, their sign, so the change of sign between the first two rows carries no general meaning. For a target of one per cent, 28×128 is sufficient here and 20×72 is not. The last error is comparable with the 10⁻⁷ hartree to which the reference energies were required to be stable.

Converted to hartree, the interaction errors of the first two grids nearly equal their dimer pair-energy errors. The isolated fragments thus contribute little, and the main error arises in the dimer. There each cell holds a product of cell function and density that varies with both radius and direction, and the grid must integrate it even if the kernel is perfectly smooth; the radial count can limit the accuracy as much as the number of directions. Radial and angular counts were raised together, so these results do not divide the dimer error between them.

The local exchange energy on the same 28×128 grid is wrong by 3.2×10⁻⁴ hartree, about 125 times the pair-energy error. This comparison of absolute errors supports a separate, coarser grid for the nonlocal term. It is not a comparison of relative accuracy, since the two energies differ in size.

The charge on the 28×128 grid is wrong by −1.11×10⁻³ electrons. If β multiplied this numerical charge, the dimer energy would shift by

0.00497 × (−1.11×10⁻³) = −5.5×10⁻⁶ hartree

This is twice the pair-energy error in magnitude. Using βN removes it.

**The long-range limit**

When R is large compared with the fragment sizes and with √(κ/ω), g tends to ωR². The ordered double integral contains both AB and BA, which cancels its factor ½. Thus

E_int → −C₆/R⁶

C₆ = (3/2) ∫_A ∫_B n n' / [ωω'(ω+ω')] dr dr'

An equivalent form follows from partial fractions:

∫₀^∞ ds / [(s²+ω²)(s²+ω'²)]
 = (π/2)(1/ω − 1/ω')/(ω'² − ω²)
 = π / [2ωω'(ω+ω')]

Defining α(is) = ∫ n/(ω²+s²) dr for one fragment therefore gives, for identical fragments,

C₆ = (3/π) ∫₀^∞ α(is)² ds

Both routes were tested against each other and give 67.67 hartree bohr⁶. At 100 bohr the direct double sum is 1.0009 times −C₆/R⁶. At 7 bohr the limiting formula would give −67.67/7⁶ = −5.75×10⁻⁴ hartree, which is 18 % more attraction than the reference. This figure is the net of two effects. With the ω and κ of the isolated fragments the full kernel gives −4.36×10⁻⁴ hartree, which the limit exceeds by 32 %; the change of ω and κ in the overlapping density supplies a further −0.5×10⁻⁴ hartree. The asymptotic form is therefore not a substitute for the kernel at this distance.

**Density screening**

Suppose that all points with n < n_c are removed. For an isolated exponential tail, let r_c be the radius where n = n_c, and put r = r_c + s. The removed charge is

δN = 4πn_c ∫₀^∞ (r_c+s)² exp(−ζs) ds
 = 4πn_c (r_c²/ζ + 2r_c/ζ² + 2/ζ³)
 = (8πn_c/ζ³)(1 + y + y²/2),  y = ζr_c

Apart from the slowly varying bracket, it is linear in the cutoff. Let V_i = Σ_j q_j Φ_ij be the sum over the full grid. The lost pair energy contains each kept–dropped pair once and the dropped–dropped block with factor ½. All terms have the same sign, so

|δE_pair| ≤ Σ_dropped q_i |V_i| ≤ δN max_dropped |V_i|

where δN now means the charge removed from the grid in question.

The following results are for the 20×72 grid, with the same cutoff in dimer and fragments. The entries are points kept, change of the dimer pair energy in hartree, and change of the interaction relative to its unscreened value on this grid.

10⁻⁶ bohr⁻³: 94.1 %; 7.5×10⁻⁹; −0.002 %
10⁻⁵ bohr⁻³: 89.3 %; 3.9×10⁻⁶; +0.05 %
10⁻⁴ bohr⁻³: 88.6 %; 9.9×10⁻⁶; −1.2 %
10⁻³ bohr⁻³: 82.7 %; 3.1×10⁻⁴; −5.9 %

The changes are irregular because a cutoff removes discrete grid points: whole shells in a fragment, whole shells and parts of shells in the dimer. The tabulated interaction changes therefore belong to this grid and are not converged values for these cutoffs; on a finer grid the last two become about −0.07 % and −6.9 %. At 10⁻³ bohr⁻³ the dimer pair energy changes by 65 % of the interaction energy, yet the interaction changes by 5.9 %, since most of the loss also occurs in the fragments. That cancellation requires the same cutoff throughout.

The saving is modest. Keeping 94.1 % of the points keeps 0.941² = 89 % of the pairs. The β term loses β for every dropped electron, wherever it lies: at 10⁻⁶ bohr⁻³ the analytic tail charge is 3.77×10⁻⁴ electrons per isolated fragment, so dropping its β contribution costs

0.00497 × 3.77×10⁻⁴ = 1.9×10⁻⁶ hartree

per fragment. This figure cannot be set against the first row of the table. The cutoff radius is 7.2 bohr, but the 20 radial nodes r = cot²(kπ/42) have none between 6.5 and 10.5 bohr. On this grid the cutoff therefore removes far less charge than the analytic tail, and the small changes in that row partly reflect the gap. The term βN should be kept in full when points are screened.

**Distance screening**

Now omit pairs with R > R_c. Since κ is positive, g > ωR², and for every omitted pair

|Φ| < 3 / [2ωω'(ω+ω')R⁶]

Replacing R by R_c and extending the integral to all pairs can only increase the bound:

|δE_pair| ≤ B/R_c⁶

B = (3/4) ∫∫ n n' / [ωω'(ω+ω')] dr dr'

The table below uses the 20×72 grid, on which B is 140 hartree bohr⁶ for the dimer; on a finer grid B is about 143, which raises each bound by 2 %, while the losses at 8 and 12 bohr keep the digits shown. The losses are much smaller than the bound. The entries are pairs kept, loss in hartree, and bound in hartree.

8 bohr: 77.8 %; 3.0×10⁻⁵; 5.4×10⁻⁴
12 bohr: 94.4 %; 1.1×10⁻⁷; 4.7×10⁻⁵
16 bohr: 98.5 %; 6.5×10⁻¹¹; 8.4×10⁻⁶

At 8 bohr the loss equals 6.1 % of the interaction energy; at 12 bohr it equals 0.02 %. The fast fall reflects the finite size of the dimer: few electrons are more than 12 bohr apart. It must not be carried over to a large system.

Take instead one fragment per volume a³, filling space, with pairwise −C₆/R⁶ attraction. For R_c large compared with a, the sum over distant fragments becomes an integral. Counting half of each pair energy for each partner, the loss per fragment is

½ (C₆/a³) ∫ 4πR² R⁻⁶ dR = 2πC₆ / (3a³R_c³)

with the integral taken from R_c to infinity. The number of neighbours in a shell grows as R², so the sixth power becomes a third. For a = 7 bohr and R_c = 20 bohr,

2π × 67.67 / (3 × 7³ × 20³) = 5.2×10⁻⁵ hartree

The explicit cubic-lattice sum gives 5.3×10⁻⁵ hartree. This loss is about 11 % of one dimer interaction, although 20 bohr was more than sufficient for the dimer itself. These figures use the C₆ of the isolated fragment. In the superposed lattice density ω falls between neighbours, C₆ per cell rises to about 100 hartree bohr⁶, and the formula gives about 7.6×10⁻⁵ hartree, or 16 %. At 80 bohr the sum, truncated at 60 lattice spacings, gives 8.0×10⁻⁷ hartree and the formula 8.1×10⁻⁷ hartree.

With a cell list, a fixed cutoff and bounded density of points, the work grows linearly with system size. The analytic tail can be added for a homogeneous assembly, with C₆ evaluated from the density of the assembly. It does not apply unchanged to surfaces, chains or isolated clusters.

**Stability and failure modes**

Computing R² from scalar products loses digits for close points and can give a small negative number, hence the maximum with zero. The damage is limited. An error ε in R² changes g near R = 0 by the relative amount ε/(κ/ω), which is small when ε is small compared with the squared kernel width. Coordinates should be measured from an origin near the system, because the rounding error grows with |r|².

In a far tail κ falls as n^(1/6), so the diagonal kernel grows as n^(−1/2). Its contribution carries q², proportional to n² at fixed weight, and thus vanishes as n^(3/2). The ratio ∇n/n must still be protected from underflow, which is a reason to discard negligible densities before forming it.

Between identical fragments the gradient vanishes at the midpoint, and ω falls to √(4πn/3). The local frequency can then vary appreciably over a short path. The spherical convergence argument does not cover this region, so the grid has to be checked on the dimer.

A practical check changes one approximation at a time: first the radial and angular grid without further screening, then the density cutoff, then the distance cutoff. Each change should be compared with the interaction energy, since a small fraction of the total pair energy can be a large fraction of the binding. The numerical check printed below follows this separation.

Calculated quantities

```
VV10 b, C (dimensionless): 5.9, 0.0093
VV10 beta: 0.0049706 hartree
Core electrons and exponent: 2, 10.0 bohr^-1
Valence electrons and exponent: 6, 2.0 bohr^-1
Fragment separation: 7.0 bohr
Kernel width sqrt(kappa/omega) at r=4 bohr: 3.467 bohr
Angular decay base, formula / from l=20,21: 2.3200 / 2.3333
Kernel narrowing test, 24 radial x 32 angular points:
 width factor 1.0000: relative angular error 2.001e-02 %
 width factor 0.3162: relative angular error 5.042e+00 %
 width factor 0.1000: relative angular error 2.317e+02 %
Reference fragment pair energy: -0.00500672 hartree
Reference dimer pair energy: -0.01050071 hartree
Reference interaction: -0.00048727 hartree = -13.2592 meV
Grid: radial x angular per atom; retained dimer points; errors
 columns: charge/e, exchange/Ha, pair energy/Ha, interaction/%
 16x32; 896; -1.14e-02, 3.65e-03, -2.19e-05, 4.2724
 20x72; 2456; -4.95e-03, 1.27e-03, 2.04e-05, -4.2144
 28x128; 6152; -1.11e-03, 3.20e-04, 2.57e-06, -0.5298
 36x200; 12120; -2.72e-04, 9.76e-05, -2.54e-07, 0.0518
Static model polarizability: 12.6226 bohr^3
C6: 67.6688 hartree bohr^6
Direct energy / (-C6/R^6) at 100 bohr: 1.000894
Density screening, 20x72 grid:
 cutoff/bohr^-3; points kept/%; tail charge per atom/e;
 dimer pair-energy change/Ha; interaction change/%
 1e-06; 94.1; 3.771e-04; 7.469e-09; -0.0015
 1e-05; 89.3; 2.736e-03; 3.866e-06; 0.0452
 1e-04; 88.6; 1.867e-02; 9.876e-06; -1.2427
 1e-03; 82.7; 1.165e-01; 3.146e-04; -5.9123
Finite-system bound constant B: 140.265 Ha bohr^6
Distance screening: cutoff/bohr; pairs kept/%; loss/Ha; bound/Ha
 8; 77.80; 2.980e-05; 5.351e-04
 12; 94.44; 1.077e-07; 4.697e-05
 16; 98.50; 6.540e-11; 8.360e-06
Cubic assembly, spacing 7 bohr, loss per fragment:
 cutoff 20 bohr: sum 5.329e-05 Ha, formula 5.165e-05 Ha
 cutoff 40 bohr: sum 6.690e-06 Ha, formula 6.456e-06 Ha
 cutoff 80 bohr: sum 8.039e-07 Ha, formula 8.070e-07 Ha
```
